# Orthogonality loss in Cholesky orthonormalisation and the safe filter amplification

## Result

Let \(X\) be a real \(n\times k\) block of full column rank, with extreme singular values \(\sigma_{\max},\sigma_{\min}\) and condition number \(\kappa=\sigma_{\max}/\sigma_{\min}\). One Cholesky pass forms \(S=X^TX\), factors \(S=R^TR\) with \(R\) upper triangular, and solves \(QR=X\). Let \(u\) be the unit roundoff, half of machine epsilon, and let \(\varepsilon\simeq(n+k+1)u\), with \(k\varepsilon\ll1\) assumed throughout. If

\[
k\varepsilon\kappa^2\le \tfrac14 ,
\]

then the factorisation completes and, in the spectral norm,

\[
\|Q^TQ-I\|\le \frac{k\varepsilon\kappa^2}{1-k\varepsilon\kappa^2}+O(k^2u\kappa).
\]

A second pass applied to \(Q\) leaves an error \(O(k\varepsilon)\), independent of \(\kappa\).

Now let \(X=p(H)V\), with \(H\) symmetric, \(V\) orthonormal and \(p\) a polynomial filter. Let \(\theta<90^\circ\) be the largest angle between the span of \(V\) and the space of the \(k\) wanted eigenvectors. Define the amplification as

\[
A=\frac{\max_{\text{spectrum}}|p|}{\min_{\text{wanted}}|p|}.
\]

Two passes are then guaranteed to succeed for

\[
A\le A_{\rm safe}=\frac{\cos\theta}{2\sqrt{k\varepsilon}} .
\]

This is the largest amplification the bound certifies, not a sharp point of failure. Without the worst-case dimension factors its scale is \(\cos\theta\,u^{-1/2}\).

## First derivation: backward errors

**Rounding model.** Each operation returns its true result times \(1+d\), \(|d|\le u\), without overflow or underflow. A product of \(j\) factors \((1+d)^{\pm1}\) differs from 1 by at most \(\gamma_j=ju/(1-ju)\), because \((1-u)^j\ge1-ju\). Sums are taken sequentially.

**Gram matrix.** In the inner product of columns \(x_i,x_j\), each term carries at most \(n\) rounding factors. By the Cauchy–Schwarz inequality,

\[
|\hat S_{ij}-x_i^Tx_j|\le\gamma_n\|x_i\|\|x_j\| .
\]

**Factorisation.** For \(i<j\) one computes \(r_{ij}=(\hat S_{ij}-\sum_{l<i}r_{li}r_{lj})/r_{ii}\). Dividing out the rounding factors of the subtractions and of the division leaves \(\hat S_{ij}\) unperturbed:

\[
\hat S_{ij}=\sum_{l\le i}r_{li}r_{lj}(1+\theta_l),\qquad |\theta_l|\le\gamma_{k+1}.
\]

The diagonal obeys the same relation; its square root contributes two factors, which is why the index is \(k+1\). With \(r_j\) the columns of \(R\), the diagonal relation gives \((1-\gamma_{k+1})\|r_j\|^2\le\hat S_{jj}\le(1+\gamma_n)\|x_j\|^2\), so

\[
\|r_j\|\le\rho\|x_j\|,\qquad \rho^2=\frac{1+\gamma_n}{1-\gamma_{k+1}} .
\]

Adding the two error sources,

\[
R^TR=X^TX+E,\qquad |E_{ij}|\le\varepsilon\|x_i\|\|x_j\|,\qquad \varepsilon=\gamma_n+\gamma_{k+1}\rho^2 .
\]

To first order in \(u\), \(\varepsilon=(n+k+1)u\).

**Column scaling.** Write \(X=ZD\), where \(D\) is diagonal with entries \(\|x_i\|\), and let \(\mu=1/\sigma_{\min}(Z)\). For unit \(c\),

\[
\|Zc\|=\|XD^{-1}c\|\ge\sigma_{\min}\|D^{-1}c\|\ge\sigma_{\min}/\sigma_{\max},
\]

since \(\|x_i\|\le\sigma_{\max}\). Hence \(\mu\le\kappa\). Put \(R=\tilde RD\) and \(E=DFD\). Every entry of \(F\) is at most \(\varepsilon\) in magnitude, so \(\|F\|\le k\varepsilon\). From \(\tilde R^T\tilde R=Z^TZ+F\),

\[
\sigma_{\min}(\tilde R)^2\ge\mu^{-2}-k\varepsilon=\frac{1-\delta}{\mu^2},
\qquad \delta=k\varepsilon\mu^2\le k\varepsilon\kappa^2\le\tfrac14 .
\]

**The factorisation completes.** Suppose the first \(j-1\) pivots are positive but the computed argument of the \(j\)th square root is not. Let \(Z_1,\tilde R_1\) belong to the first \(j-1\) columns, and let \(r\) be the part of column \(j\) already computed, divided by \(\|x_j\|\). Then \(\tilde R_1^Tr=Z_1^Tz_j+f\) with \(|f_i|\le\gamma_n+\gamma_{k+1}\rho\|r\|\). From \(\tilde R_1^T\tilde R_1=Z_1^TZ_1+F_1\),

\[
\|Z_1\tilde R_1^{-1}\|^2=\|I-\tilde R_1^{-T}F_1\tilde R_1^{-1}\|\le1+\frac{\delta}{1-\delta}=\frac1{1-\delta}.
\]

So \(\|r\|\le(1-\delta)^{-1/2}\), apart from terms of relative size \(\sqrt{k}\,\varepsilon\mu=\sqrt{\varepsilon\delta}\), which are taken as negligible beside 1. Thus \(\rho\|r\|<3/2\).

The matrix \(M=G^TG\), with \(G=(\tilde R_1\;\,r)\), is singular because \(G\) has \(j-1\) rows and \(j\) columns. Its entries differ from those of \(Z_j^TZ_j\), where \(Z_j\) holds the first \(j\) columns of \(Z\), by at most \(\tfrac32\varepsilon\), except that the last diagonal entry might be larger. It cannot be smaller by more than this, since the failed pivot means \(\hat S_{jj}/\|x_j\|^2\le(1+\gamma_{k+1})\|r\|^2\). For a unit null vector \(c\) of \(M\),

\[
0=c^TMc\ge\mu^{-2}-\tfrac32k\varepsilon=\mu^{-2}(1-\tfrac32\delta)>0,
\]

a contradiction.

**Triangular solve.** The recurrence for a row \(q^{(i)}\) of \(Q\) has the same form as that for \(r_{ij}\). Therefore

\[
QR=X+\Delta X,\qquad |\Delta X_{ij}|\le\gamma_k\|q^{(i)}\|\|r_j\| .
\]

Let \(\tau=\|\Delta X\,R^{-1}\|\). Removing \(D\) and using \(\|Q\|_F\le\sqrt k\|Q\|\),

\[
\tau\le\gamma_k\,\sqrt k\|Q\|\,\sqrt k\rho\,\frac{\mu}{\sqrt{1-\delta}}=t\|Q\|,
\qquad t=\frac{\gamma_kk\rho\mu}{\sqrt{1-\delta}} .
\]

As above, \(\|XR^{-1}\|\le(1-\delta)^{-1/2}\), so \(\|Q\|\le(1-\delta)^{-1/2}+\tau\) and

\[
\tau\le\frac{t}{(1-t)\sqrt{1-\delta}}=O(k^2u\mu).
\]

**Loss.** Insert \(Q=(X+\Delta X)R^{-1}\) and \(X^TX=R^TR-E\):

\[
Q^TQ-I=-R^{-T}ER^{-1}+(XR^{-1})^T\Delta XR^{-1}+(\Delta XR^{-1})^TXR^{-1}+(\Delta XR^{-1})^T\Delta XR^{-1}.
\]

The first term equals \(-\tilde R^{-T}F\tilde R^{-1}\), whose norm is at most \(k\varepsilon\mu^2/(1-\delta)\). Consequently

\[
\|Q^TQ-I\|\le\frac{\delta}{1-\delta}+\frac{2\tau}{\sqrt{1-\delta}}+\tau^2 .
\]

The square of the condition number comes from the Gram matrix and its factorisation; the solve brings the first power.

**Second pass.** At \(\delta=1/4\) the first term is \(1/3\). Since \(\varepsilon\ge ku\), the solve terms are at most of order \(k^2u\mu\le k\sqrt u/2\), taken as small. The loss \(\eta\) is then below \(1/2\). The eigenvalues of \(Q^TQ\) lie in \([1-\eta,1+\eta]\), so

\[
\kappa(Q)^2\le\frac{1+\eta}{1-\eta}<3 .
\]

The condition \(k\varepsilon\kappa(Q)^2\le1/4\) then holds once \(k\varepsilon\le1/12\), and applying the loss bound to \(Q\) gives \(O(k\varepsilon)\), because \(k^2u\le k\varepsilon\). The second pass repairs orthonormality, not the span: the solve error \(\|\Delta X\|=O(k^2u)\sigma_{\max}\) can displace the weakest direction, of length \(\sigma_{\min}\), by a relative amount \(O(k^2u\kappa)\).

**Filter.** Let \(P\) project onto the wanted eigenvectors. It commutes with \(p(H)\), and \(\|PVc\|\ge\cos\theta\) for unit \(c\). Thus

\[
\|p(H)Vc\|\ge\|p(H)PVc\|\ge\min_{\text{wanted}}|p|\cos\theta .
\]

Also \(\|p(H)V\|\le\max_{\text{spectrum}}|p|\). Division gives \(\kappa\le A/\cos\theta\), and \(k\varepsilon\kappa^2\le1/4\) holds whenever \(A\le A_{\rm safe}\). Rounding inside the filter is assumed small compared with \(\sigma_{\min}\) of the filtered block.

## Second derivation: squared lengths against rounding noise

Now take the triangular solve as exact and ask how long each direction of the block appears to be. For \(y=Rc\) one has \(Qy=Xc\), and therefore

\[
\frac{\|Qy\|^2}{\|y\|^2}=\frac{\|Xc\|^2}{\|Xc\|^2+c^TEc}.
\]

The norm of a symmetric matrix is its largest Rayleigh quotient in magnitude. Subtracting 1 gives an identity for the loss:

\[
\|Q^TQ-I\|=\max_c\frac{|c^TEc|}{\|Xc\|^2+c^TEc}.
\]

The numerator is noise in a squared length and \(\|Xc\|^2\) is the signal. The single input needed is a bound on the noise for unit \(c\), \(|c^TEc|\le k\varepsilon\sigma_{\max}^2\). The entry bound on \(E\) supplies it, since \((\sum_i|c_i|\|x_i\|)^2\le\sum_i\|x_i\|^2\le k\sigma_{\max}^2\). The signal is at least \(\sigma_{\min}^2\), so

\[
\|Q^TQ-I\|\le\frac{k\varepsilon\sigma_{\max}^2}{\sigma_{\min}^2-k\varepsilon\sigma_{\max}^2}=\frac{k\varepsilon\kappa^2}{1-k\varepsilon\kappa^2},
\]

the leading term found before.

**An estimate from below.** Choose the unit vector \(v\) with \(\|Xv\|=\sigma_{\min}\), and write \(v^TEv=\beta u\sigma_{\max}^2\). The identity gives

\[
\|Q^TQ-I\|\ge\frac{|\beta|u\kappa^2}{1+\beta u\kappa^2}.
\]

If \(|\beta|\) is of order one, \(u\kappa^2\) is the actual size of the loss as well as the form of a bound. This is an assumption, and it requires \(v\) to have weight on long columns: since \(|v^TEv|\le\varepsilon(\sum_i|v_i|\|x_i\|)^2\), \(|\beta|\) is far smaller when \(v\) lies on short columns alone.

**Second pass.** Let \(\delta_\kappa=k\varepsilon\kappa^2\le1/4\). The squared lengths \(\|Qy\|^2/\|y\|^2\) lie between \(1/(1+\delta_\kappa)\) and \(1/(1-\delta_\kappa)\), hence

\[
\kappa(Q)^2\le\frac{1+\delta_\kappa}{1-\delta_\kappa}\le\frac53 .
\]

Signal and noise are now separated by a factor of order \(1/(k\varepsilon)\) in every direction, and repeating the argument leaves a loss \(O(k\varepsilon)\).

**Beyond the guarantee.** When \(u\kappa^2\gtrsim1\), the sign of the noise matters. If \(\sigma_{\min}^2+v^TEv\le0\), no nonsingular \(R\) can satisfy \(R^TR=X^TX+E\), and the factorisation breaks down. If instead \(c^TEc\ge0\) for all \(c\), the squared lengths lie between \(1/(1+k\varepsilon\kappa^2)\) and 1. The first loss may then approach 1, yet \(\kappa(Q)^2\le1+k\varepsilon\kappa^2\), which a second pass can still handle while \(k\varepsilon(1+k\varepsilon\kappa^2)\ll1\). Success in this region depends on the rounding errors and is not guaranteed.

**Filter.** Expand \(Vc=\sum_a\alpha_a\phi_a\) in eigenvectors of \(H\), with \(p_a\) the filter value at state \(a\). The signal is

\[
\|p(H)Vc\|^2=\sum_ap_a^2\alpha_a^2\ge\min_{\text{wanted}}p^2\cos^2\theta ,
\]

while the noise is at most \(k\varepsilon\max p^2\). Requiring noise no larger than a quarter of the signal gives \(k\varepsilon A^2\le\tfrac14\cos^2\theta\), which is again \(A\le A_{\rm safe}\).

## What each derivation assumes

The first derivation follows every operation. It assumes the rounding model and sequential sums, and it needs the entrywise bound on \(E\). In return it proves completion, includes the solve, and replaces \(\kappa\) by the smaller \(\mu\). Orthogonal columns of very different lengths have \(\mu=1\) and suffer no loss beyond \(O(k\varepsilon)\).

The second assumes an existing factor and an exact solve, and needs only the size of the noise. Its normwise form cannot see that column scaling is harmless. It does give an identity, and with the additional assumption that \(|\beta|\) is of order one it explains why the loss follows \(u\kappa^2\) and why trouble starts near \(\kappa\sim u^{-1/2}\).

## Random blocks

For \(n=159\), \(k=8\) and double precision, \(\varepsilon=1.865\times10^{-14}\). The largest guaranteed condition number is

\[
\frac1{2\sqrt{8\times1.865\times10^{-14}}}=1.29\times10^6 .
\]

Over random blocks with logarithmically spaced singular values and \(\kappa\) from \(10^2\) to \(10^6\), the mean first-pass loss (all means here are geometric, over 20 blocks) rises from \(4.5\times10^{-13}\) to \(1.9\times10^{-5}\), with a fitted power 1.91. The ratio of loss to \(u\kappa^2\) falls slowly from 0.41 to 0.17; the data do not identify the cause. After the second pass the mean loss stays between \(5\times10^{-16}\) and \(7\times10^{-16}\), far below the worst-case bound \(3.2\times10^{-13}\).

Two tests isolate the origin of the law. With \(R\) taken from a Householder factorisation, so that no Gram matrix is formed, the fitted power drops to 0.93, close to the first power; this loss contains the rounding of the Householder factor as well as that of the solve. With the Gram matrix and the solve in single precision (the library routine factors in double precision and rounds \(R\) to single), the loss at \(\kappa=10^2\) grows by \(4.8\times10^8\), near the roundoff ratio \(5.4\times10^8\).

Counting a breakdown or a final loss of \(10^{-12}\) or more as failure, two passes failed in none of 40 trials at \(\kappa=10^8\), in 16 at \(10^9\) and in 32 at \(10^{10}\). For these blocks failures therefore become common between \(\kappa=10^8\) and \(10^9\), at least two orders of magnitude above the guaranteed condition number and just above \(u^{-1/2}=9.5\times10^7\). Forty trials without a failure do not exclude occasional breakdowns at \(\kappa=10^8\). The onset also depends on the spacing of the singular values: when many of them sit at \(\sigma_{\min}\), the noise has more weak directions in which to be negative, and failure is already common at \(\kappa=10^8\).

## A Chebyshev filter on a grid

Take a one-dimensional harmonic oscillator of unit mass and frequency in atomic units, on a three-point finite-difference grid of spacing \(h=0.1\) bohr in a box from \(-8\) to 8 bohr, which gives \(n=159\) points. The upper filter limit \(b\) below is \(2/h^2\) plus the largest potential on the grid, so it and the safe degree belong to this spacing: at \(h=0.05\) bohr the safe degree is 92 and the highest wanted energy is 7.491 hartree. The eight wanted energies run from 0.500 to 7.465 hartree, and the filter damps the interval from \(a=8.00\) to \(b=231.20\) hartree. With \(T_m\) the Chebyshev polynomial of degree \(m\), set

\[
p(\lambda)=T_m\!\left(\frac{2\lambda-a-b}{b-a}\right),\qquad
\xi_i=\operatorname{arccosh}\frac{a+b-2\lambda_i}{b-a}.
\]

Inside \([a,b]\), \(|p|\le1\); below \(a\), \(|p(\lambda_i)|=\cosh m\xi_i\), which grows as the energy falls. Therefore

\[
A=\frac{\cosh m\xi_1}{\cosh m\xi_k}
=e^{m(\xi_1-\xi_k)}\frac{1+e^{-2m\xi_1}}{1+e^{-2m\xi_k}}
\le e^{m(\xi_1-\xi_k)},
\]

because \(\xi_1>\xi_k\). A sufficient condition on the degree is

\[
m\le\frac{\ln A_{\rm safe}}{\xi_1-\xi_k}.
\]

The trial block has its highest wanted vector tilted by \(60^\circ\) into an unwanted state, after which its columns are mixed by a random orthogonal matrix. With \(\cos\theta=0.5\),

\[
A_{\rm safe}=0.5\times1.294\times10^6=6.47\times10^5,
\qquad
m\le\frac{13.38}{0.36460-0.09792}=50.2 .
\]

The safe degree is 50, and the singular values of the filtered blocks give the same number. The agreement comes from the construction: tilting the least amplified wanted state into a damped state makes \(\kappa\le A/\cos\theta\) nearly an equality at high degree, which does not hold for a general block. At that degree of 50, \(A=6.18\times10^5\), while the peak gain over the damped interval, \(\cosh m\xi_1\), is \(4.13\times10^7\). The limit concerns the spread of gain within the wanted set; the peak gain may exceed it. Since \(|p|\ge1\) on the wanted states here, \(A\) never exceeds the peak gain, so limiting the peak gain to \(A_{\rm safe}\) is a stricter, sufficient rule.

At degree 50 the first pass loses \(2.5\times10^{-5}\) and the second leaves an error of only \(4\times10^{-16}\). For this particular mixing, the first loss at degree 80 is 0.998, yet the second pass still restores orthonormality, while at degree 90 the factorisation breaks down. Both degrees lie outside the guarantee, and the sign of the noise was not measured. These are single outcomes that depend on the rounding errors, so they do not locate a threshold: another mixing of the same columns can break down at a lower degree.

At the start of an iteration a large angle weakens the guarantee. A random block had \(\cos\theta=0.0111\), which lowers the guaranteed amplification to \(0.0111\times1.294\times10^6=1.4\times10^4\). This is cautious: at degree 30 the measured \(\kappa\) was \(1.4\times10^4\), against a bound of \(2.7\times10^5\).

Unmixed converged eigenvectors are the opposite case. At degree 80 the filtered block has \(\kappa=1.8\times10^9\), but its columns are nearly orthogonal, with \(\mu-1=3\times10^{-7}\), and one pass loses \(9\times10^{-16}\). A large amplification is dangerous when a column mixes states of high and low gain, not when it merely rescales separate eigenvectors. The mixing need not be large: an admixture \(d\) of a high-gain state in a low-gain column gives \(\mu\) of order \(dA\) once \(dA>1\). At degree 80, vectors mixed at the level \(10^{-6}\) already have \(\mu\) of several hundred, and even eigenvectors accurate to roundoff stop being nearly orthogonal after filtering when \(uA\) exceeds one. The full set of values is in the numerical output.

## Calculated quantities

```
grid points n = 159, block width k = 8
unit roundoff u = 1.1102e-16, u^(-1/2) = 9.491e+07
Gram error constant eps = 1.865e-14
guaranteed safe condition number = 1.294e+06
first-pass loss bound there = 0.3333
second-pass loss bound there = 3.19e-13
random blocks: kappa, loss pass 1, loss/(u kappa^2), loss pass 2, loss with Householder R
  1e+02  4.50e-13  0.405  5.34e-16  6.83e-15
  1e+03  3.10e-11  0.279  6.79e-16  4.97e-14
  1e+04  2.27e-09  0.204  6.18e-16  5.61e-13
  1e+05  2.22e-07  0.200  6.08e-16  3.60e-12
  1e+06  1.92e-05  0.173  6.76e-16  3.71e-11
fitted power of kappa: Cholesky pass 1.911, solve alone 0.933
single/double loss ratio = 4.75e+08, roundoff ratio = 5.37e+08
largest relative residual of X - Q2 R2 R1 = 2.70e-16
kappa = 1e+06: two-pass failures 0 of 40
kappa = 1e+07: two-pass failures 0 of 40
kappa = 1e+08: two-pass failures 0 of 40
kappa = 1e+09: two-pass failures 16 of 40
kappa = 1e+10: two-pass failures 32 of 40
grid spacing = 0.1 bohr, box from -8.0 to 8.0 bohr
wanted energies: lowest 0.49969, highest 7.46452 hartree
next energy 8.45444, damped interval 8.00 to 231.20 hartree
growth exponents: xi_1 = 0.36460, xi_k = 0.09792
random start, degree 30: cos(theta) = 0.0111, kappa = 1.380e+04, bound = 2.686e+05
tilted block: cos(theta) = 0.5000
guaranteed safe amplification A = 6.472e+05
roundoff scale cos(theta) u^(-1/2) = 4.745e+07
safe degree: formula 50, from singular values 50
at formula degree: A = 6.177e+05, peak gain = 4.132e+07
filtered block: degree, A, A/cos(theta), measured kappa, loss pass 1, loss pass 2
  10  1.26e+01  2.52e+01  1.67e+01  1.10e-14  6.34e-16
  20  2.03e+02  4.06e+02  3.68e+02  1.00e-11  6.87e-16
  40  4.29e+04  8.58e+04  8.56e+04  4.18e-07  5.06e-16
  50  6.18e+05  1.24e+06  1.24e+06  2.51e-05  3.73e-16
  60  8.89e+06  1.78e+07  1.78e+07  2.13e-02  8.38e-16
  70  1.28e+08  2.56e+08  2.56e+08  4.50e-01  9.61e-16
  80  1.84e+09  3.68e+09  3.68e+09  9.98e-01  4.65e-16
  90  2.65e+10  5.30e+10  5.30e+10  Cholesky breakdown
unmixed eigenvectors, degree 80: kappa = 1.84e+09, mu - 1 = 3.4e-07, loss pass 1 = 9.00e-16
```
